# Fan-Migdal self-energy on the real axis: linear tetrahedra versus imaginary broadening, part 2

We compute the Fan-Migdal self-energy $\Sigma(\omega)$ on the real axis, by linear tetrahedra or by an $N^3$ grid sum at $z=\omega+i\eta$. Here $\hbar=1$, electron energies are measured from $\mu$, $\mathbf q$ is in radians, and $\langle\cdot\rangle$ is the normalized zone average. With coupling $g$, phonon energy $\omega_{\mathbf q}$, $\varepsilon=\varepsilon_{\mathbf k+\mathbf q}$, $n=n_B(\omega_{\mathbf q})$ and Fermi function $f=f(\varepsilon)$,
$$\Sigma(z)=\sum_{\pm}\Big\langle\frac{W_\pm}{z-e_\pm}\Big\rangle,\quad e_\pm=\varepsilon\pm\omega_{\mathbf q},\quad W_+=|g|^2(1+n-f),\quad W_-=|g|^2(n+f),$$
$$\Sigma(z)=\int\frac{A(x)\,dx}{z-x},\qquad A(x)=\sum_\pm\langle W_\pm\,\delta(x-e_\pm)\rangle\ge0 .$$
Thus $\mathrm{Im}\,\Sigma(\omega)=-\pi A(\omega)$, and the area of $A$ is $M_0=\langle|g|^2(1+2n)\rangle$. Below, $e$ and $W$ stand for either branch, and $v$ is the speed $|\nabla e|$.

**Tetrahedra.** Each grid cube, of side $h=2\pi/N$, is cut into six tetrahedra, in which $e$ and $W$ are linear. In $W_\pm$, $f(\varepsilon)$ is replaced by $f(\omega\mp\omega_{\mathbf q})$, which leaves the exact $A$ unchanged; interpolating vertex values of $f(\varepsilon)$ fails once $hv$ reaches a few $k_BT$. For $A$ linear between nodes $x_j$, with slope jumps $c_j$,
$$\Sigma(z)=\sum_jc_j\,(z-x_j)\ln(z-x_j).$$
The interpolation error is $e_{\rm lin}-e=h^2\varphi(\mathbf q,\mathbf q/h)$, with $\varphi$ periodic in its second argument. For smooth $e$ and $W$, the oscillating error of $A$ scales as $h$ for a chain, $h^{3/2}$ in two dimensions or on a cylindrical sheet, and $h^2$ for a doubly curved surface in three.

**Chain.** For $e(q)=-2t\cos q$, the average of $e^{inq}$ over $N$ grid points is 1 when $n$ is a multiple of $N$ and 0 otherwise. With $z=E+i\eta=-t(\xi+1/\xi)$ and $|\xi|<1$, the grid average $G_N$ of $1/(z-e)$ is
$$G_N=G_\infty\,\frac{1+\xi^N}{1-\xi^N},$$
with relative error $2\xi^N/(1-\xi^N)$. Inside the band and for small $\eta$, $-\ln|\xi|\simeq\eta/v$. If $\eta\to0$ at fixed $N$, $G_N=\cot(N\theta/2)/v$, where $\theta=\arg\xi$.

**Gaussian test.** For $A=e^{-x^2}/\sqrt\pi$ and node step $\Delta$, the predicted error of the Hilbert transform at a node is $\Delta^2/12$ times the transform of $A''$.

### Error of the broadening

At $N=\infty$ the imaginary part of the spectral representation is $\mathrm{Im}\,\Sigma(\omega+i\eta)=-\int A(x)\,\eta\,dx/[(\omega-x)^2+\eta^2]$, a Lorentzian convolution. Where $A$ is analytic, $\Sigma$ continues through the axis and
$$\Sigma(\omega+i\eta)-\Sigma(\omega)=i\eta\Sigma'+O(\eta^2):\qquad \delta\,\mathrm{Re}\,\Sigma=-\eta\,\mathrm{Im}\,\Sigma',\quad \delta\,\mathrm{Im}\,\Sigma=\eta\,\mathrm{Re}\,\Sigma' .$$
The series converges only within the distance to the nearest singularity of the continuation, which is a van Hove energy or one of those inherited from the poles of $f$, at a depth near $\pi k_BT$ below the axis.

For the grid error, the rule used for the chain says that the grid average of $F=W/(z-e)$ equals $\sum_{\mathbf m}\hat F(N\mathbf m)$, with $\hat F(\mathbf R)=\langle Fe^{i\mathbf q\cdot\mathbf R}\rangle$ and $\mathbf m$ an integer vector. The term $\mathbf m=0$ is the exact result, and the six nearest images have $|\mathbf R|=N$ along the axes. For $\mathbf R=N\hat x$ the $q_x$ contour is shifted upward across the pole $q^*$ of $F$ with $\mathrm{Im}\,q^*=\eta/v_x>0$, which yields $-i(W/v_x)e^{iq^*N}$. The two transverse integrals are stationary where the shell normal is along $x$ and give $N^{-1/2}$ each. A single image is therefore of size $(\beta/N)e^{-N\eta/v}$, with $\beta$ fixed by $W$, $v$ and the curvatures. The poles of $f$ add terms $e^{-N\pi k_BT/v}$, which fall faster while $\eta<\pi k_BT$.

Minimizing $\alpha\eta+(\beta/N)e^{-N\eta/v}$ with $\alpha=|\Sigma'|$ gives $\alpha=(\beta/v)e^{-N\eta/v}$, so for $\beta>\alpha v$
$$\eta_{\rm best}=\frac vN\ln\frac{\beta}{\alpha v},\qquad \text{error}=\frac{\alpha v}{N}\Big(1+\ln\frac{\beta}{\alpha v}\Big).$$
Farther images can matter too. The image $\mathbf m$ decays as $e^{-N|\mathbf m|\eta/v_{\mathbf m}}$, with $v_{\mathbf m}$ the speed where the shell normal is parallel to $\mathbf m$, so a larger speed along a diagonal can offset the larger $|\mathbf m|$, and when the logarithm is of order one many images contribute. Each is $1/N$ times a function of $N\eta/v$ and a phase, so after averaging over phases the optimum stays at fixed $N\eta/v$ and the error stays of order $1/N$, against $1/N^2$ for the tetrahedra. This needs both principal curvatures to be nonzero at the stationary points. On a cylindrical sheet or in two dimensions the prefactor is $N^{-1/2}$, and on a flat sheet or the chain it does not fall with $N$. The same minimization then gives $N\eta_{\rm best}/v$ growing as $\ln N$ and an error of order $(\ln N)/N$, against $h^{3/2}$ and $h$ for linear interpolation.

At fixed $N$, $\Sigma_N(z)=\sum_pr_p/(z-e_p)$ is rational with $r_p>0$. Off the poles $\mathrm{Im}\,\Sigma_N\to-\eta\sum_pr_p/(\omega-e_p)^2$, which vanishes with $\eta$, and on a pole $\mathrm{Im}\,\Sigma_N\to-r_p/\eta$. So $\eta\to0$ cannot be taken at fixed $N$. It can be taken together with $N\to\infty$. For a doubly curved shell in three dimensions the choice $\eta_{\rm best}\propto1/N$ does this, but for the chain the relative error $2\xi^N/(1-\xi^N)$ does not fall at fixed $N\eta/v$, and $N\eta$ must grow without bound.

### Worked example

The model has round parameters and represents no material. The band is simple cubic, $\varepsilon_{\mathbf p}=-2t\sum_i\cos p_i-\mu$, with $t=0.2$ eV and $\mu=-0.80$ eV. The state $\mathbf k=(\pi/2,0,0)$ has $-2t(0+1+1)=\mu$ and lies on the Fermi surface. With $s=3-\sum_i\cos q_i$, the phonon is $\omega_{\mathbf q}=\omega_0+ws$ with $\omega_0=40$ meV and $w=5$ meV, and $|g|^2=g_0^2/(1+s/3)$ with $g_0=0.25$ eV. At 300 K, $k_BT=25.85$ meV. There is no quadratic coupling and hence no Debye-Waller term. Mirror symmetry restricts $q_y,q_z$ to $[0,\pi]$. Here $e_\pm$ is a sum of functions of one coordinate each, and such a function is matched at all four vertices by its one-dimensional interpolant. So $e_{\rm lin}$ does not depend on how the cubes are cut, and the mirrored mesh keeps $\varphi$ periodic.

A reference follows because $e_\pm=a_\pm(q_x)-b_\pm u$ is linear in $u=\cos q_y+\cos q_z$, with $b_\pm=2t\pm w$ and $a_\pm=-2t\cos(k_x+q_x)-\mu\pm[\omega_0+w(3-\cos q_x)]$. The cosine of a uniform angle has density $1/\pi\sqrt{1-x^2}$. In the convolution of two such densities put $x=u/2+y$ for $u>0$, so that the product under the root is $(\gamma_-^2-y^2)(\gamma_+^2-y^2)$ with $\gamma_\pm=1\pm u/2$. The substitution $y=\gamma_-\sin\phi$ gives $(2/\gamma_+)K(m=\gamma_-^2/\gamma_+^2)/\pi^2$, and the Landen identity $K(m=1-k'^2)=(1+k_1)\,K(m=k_1^2)$ with $k_1=(1-k')/(1+k')$, used at $k'=u/2$ where $k_1=\gamma_-/\gamma_+$ and $1+k_1=2/\gamma_+$, turns this into $\rho_2(u)=K(m=1-u^2/4)/\pi^2$. Solving the delta function for $u^*=(a_\pm-\omega)/b_\pm$,
$$A(\omega)=\sum_\pm\int\frac{dq_x}{2\pi}\,\frac{\rho_2(u^*)\,W_\pm(q_x,u^*)}{b_\pm},$$
integrated between the breakpoints $u^*=0,\pm2$ on a 1.25 meV frequency grid. Four tests compare it with direct zone sums. Its area is 0.042504 eV² against $M_0=0.042503$ eV². Below the band, at $-0.7$ eV, where the sum needs no $\eta$, both give $-35.052$ meV. The complex formula agrees with $N=240$ sums at $\eta=20$ meV. Finally, $N=240$ sums for $\eta$ from 16 to 48 meV, extrapolated by a polynomial to $\eta=0$, give $-68.260-44.499i$ meV at $\omega=100$ meV against $-68.249-44.507i$ meV.

The tetrahedra use 521 nodes of step 5 meV from $-0.50$ to 2.10 eV. The table lists rms errors over $|\omega|\le100$ meV, measured against the reference sampled on the same nodes so that only the $\mathbf q$ error remains.

| $N$ | Im (meV) | Re (meV) |
|---|---|---|
| 12 | 0.628 | 1.464 |
| 16 | 0.340 | 0.802 |
| 24 | 0.151 | 0.350 |
| 36 | 0.065 | 0.147 |

From $N=12$ to 24 the errors fall by $0.628/0.151=4.2$ and $1.464/0.350=4.2$, and the fitted exponents are $-2.06$ and $-2.08$. The 5 meV step alone shifts $\mathrm{Re}\,\Sigma$ by 0.013 meV rms relative to the finer grid, well below the last row. With vertex values of $f(\varepsilon)$ the imaginary error at $N=16$ is 6.3 meV, larger by $6.295/0.3404=18$. There $hv=0.4\times2\pi/16=0.157$ eV, six times $k_BT$. At $N=36$ the area is 0.042508 eV², and $\omega\Sigma$ at 100 eV is 0.042828 eV², 0.8% above $M_0$.

| method | $\Sigma(0)$ (meV) | $\Sigma(100\text{ meV})$ (meV) |
|---|---|---|
| reference | $-53.93-20.79i$ | $-68.25-44.51i$ |
| tetrahedra, $N=36$ | $-54.08-20.75i$ | $-68.39-44.44i$ |
| $\eta=20$ meV, $N=240$ | $-53.54-26.18i$ | $-64.32-43.55i$ |

The lifetime $\hbar/2|\mathrm{Im}\,\Sigma(0)|$, without a renormalization factor, is 15.83 fs for the reference, 15.86 fs with tetrahedra and $15.83\times20.794/26.184=12.57$ fs with broadening, 21% short of the reference. The slope $\lambda=-\partial_\omega\mathrm{Re}\,\Sigma$, from a $\pm10$ meV difference at $\omega=0$ and including the background from the band shape, is 0.3335, 0.3325 and 0.2109. The broadened sum is converged in $N$, so its deficit of 37% relative to the reference is bias. The linear law predicts $\delta\,\mathrm{Im}\,\Sigma(0)=-\lambda\eta=-0.3335\times20=-6.7$ meV, while the actual shift is $-26.184+20.794=-5.4$ meV, so higher orders in $\eta$ are already visible. At $\eta=2$ meV and $\omega=100$ meV the law is tested and holds: $\Sigma'=0.0742-0.2075i$ gives $i\eta\Sigma'=0.415+0.148i$ meV, and the computed bias is $0.413+0.143i$ meV.

At $\eta=20$ meV the rms grid error relative to $\Sigma(\omega+i\eta)$ at $N=\infty$ is 0.966, 0.361, 0.116, 0.045 and 0.0175 meV for $N=32,44,56,68,80$. For $\omega$ near zero the stationary points lie near $\mathbf p=(\pm\pi/2,0,0)$ and its permutations, where $v=2t$, so the rate predicted for the six axis images is $0.02/0.4=0.050$ per grid point. The fit of $\ln(N\times\text{error})$ gives 0.065, which is 30% higher. The decay is exponential with a rate of the predicted size, but the coefficient is not confirmed closely, and the test allows for this with a loose tolerance. The axis images are not the whole error. For the twelve images $\mathbf m=(1,1,0)$ the stationary points lie near $\mathbf p=(p,p,0)$ with $\cos p=1/2$, where $|\mathbf m|/v_{\mathbf m}=1/(2t\sin p)$, so their rate is $0.050/\sin p=0.058$. For the eight images $(1,1,1)$, $\cos p=2/3$ gives $0.067$. Relative to an axis image these exponentials are smaller only by factors from 0.78 to 0.54 and from 0.58 to 0.25 between $N=32$ and 80, so the diagonal images are not negligible here. The fitted 0.065 contains all three sets, with their phases, the two branches and the variation of $v$ across the window. The program does not separate them. The three rates are estimates for a shell at the Fermi surface and large $N$, none is tested alone, and mixing them is not shown to account for the whole excess.

A scan over $\eta$, with the reference known, gives the smallest rms of the complex error on every fourth node of the window.

| $N$ | best $\eta$ (meV) | error (meV) |
|---|---|---|
| 24 | 20.0 | 5.58 |
| 36 | 8.8 | 2.97 |
| 48 | 8.8 | 2.63 |
| 96 | 2.6 | 1.05 |

The products $N\eta/2t$ are 1.2, 0.79, 1.06 and 0.62, while the derivation predicts a constant without fixing its size; with scan points a factor 1.5 apart this is only a rough check. The scan is coarse and 20 meV is its upper end, so each error is an upper bound on the true minimum. The fitted exponent $-1.17$ is consistent with $-1$ but is not a sharp value. On the same nodes and against the same fine reference, the tetrahedra at $N=36$ err by 0.171 meV, smaller than the scanned errors by $2.970/0.1709=17$ at equal $N$ and by $1.053/0.1709=6$ for broadening at $N=96$. Since the scanned errors are upper bounds, these ratios are upper bounds on the gain over the best possible $\eta$. They hold for the grids named and are not general figures, since the phases of the images change with $N$.

The reversed order of limits is seen at $N=16$ and $\omega=100$ meV, where the nearest pole is 0.76 meV away. $\mathrm{Im}\,\Sigma_N$ is $-6.65\times10^{-8}$ eV at $\eta=10^{-9}$ eV and $-6.65\times10^{-9}$ eV at $\eta=10^{-10}$ eV, in place of $-44.5$ meV. On the pole it is $-1.66\times10^{4}$ and $-1.66\times10^{5}$ eV. At $\eta=0$ the real part is $-137$, $-97$, $-136$ and $-329$ meV for $N=16,24,36,48$, with no approach to $-68.2$ meV, like the cotangent of the chain. The program and its output follow.

## Calculated quantities

```
t=0.2 eV, mu=-0.80 eV, kx=1.5708 rad, g0=0.25 eV, T=300 K
om0=40 meV, wd=5 meV, kT=25.852 meV, 2t=0.4 eV/rad
one tetrahedron, moments 0-7, max deviation = 7.8e-16 (dimensionless)
Gaussian Hilbert, step 0.02, x=0.5: error -9.6024e-05, predicted -9.4962e-05
chain E=0.1 eV eta=0.02 eV: -ln|xi|=0.05161, eta/v=0.05164
chain linear DOS rms error ratio N=200/N=400 = 1.966
omega grid -0.50 to 2.10 eV, step 5 meV (521 nodes); reference 1.25 meV
M0 BZ sum = 0.042503 eV^2, integral of reference A = 0.042504 eV^2
Re Sigma(-0.7 eV): Hilbert -35.0521, direct -35.0520 meV
reference   w=0      : Re -53.931, Im -20.794 meV
reference   w=100 meV: Re -68.249, Im -44.507 meV
N=240, eta 16-48 meV extrapolated, w=100 meV: Re -68.260, Im -44.499 meV
N=240 eta=20 meV w=0      : Re -53.536, Im -26.184 meV
N=240 eta=20 meV w=100 meV: Re -64.323, Im -43.547 meV
omega-grid error of Re (5 vs 1.25 meV), rms |w|<=100 meV = 0.0133 meV
tetra N=12: rms error Im 0.6282, Re 1.4641 meV
tetra N=16: rms error Im 0.3404, Re 0.8023 meV
tetra N=24: rms error Im 0.1508, Re 0.3501 meV
tetra N=36: rms error Im 0.0646, Re 0.1474 meV
tetra exponents: Im -2.06, Re -2.08
tetra N=16 with vertex f(eps): rms error Im 6.295 meV
tetra N=36: integral A = 0.042508 eV^2, w*Sigma at 100 eV = 0.042828 eV^2
tetra N=36  w=0      : Re -54.078, Im -20.750 meV
tetra N=36  w=100 meV: Re -68.389, Im -44.438 meV
lambda (+-10 meV difference): ref 0.3335, tetra 0.3325, eta=20 meV 0.2109
lifetime w=0: ref 15.83, tetra 15.86, eta=20 meV 12.57 fs
dSigma/dw at 100 meV: Re 0.0742, Im -0.2075 (dimensionless)
bias eta=2 meV: Re 0.413, Im 0.143 meV
i*eta*dSigma  : Re 0.415, Im 0.148 meV
eta=20 meV, N = 32 44 56 68 80
  grid error meV: 0.9658 0.3613 0.1158 0.0451 0.0175
  fitted rate 0.0652, eta/2t 0.0500 per grid point
broadened N=24: best eta 20.00 meV, rms error 5.577 meV
broadened N=36: best eta 8.81 meV, rms error 2.970 meV
broadened N=48: best eta 8.81 meV, rms error 2.631 meV
broadened N=96: best eta 2.58 meV, rms error 1.053 meV
best-eta exponent -1.17; tetra N=36 total rms error 0.1709 meV
N=16: nearest pole 0.760 meV from w=100 meV
N=16 Im off pole, eta=1e-9,1e-10 eV: -6.654e-08, -6.654e-09 eV
N=16 Im on pole,  eta=1e-9,1e-10 eV: -1.664e+04, -1.664e+05 eV
Re at w=100 meV, eta=0, N=16,24,36,48: -136.82 -97.30 -135.63 -329.16 meV
```
